\section*{Image-State Energies from the Barrier Phase and the Crystal Phase}

\section{One state that can be solved by hand}

An electron sits at distance $z$ outside a flat metal that screens perfectly and occupies $z<0$. It has the free mass and no motion along the surface. The charge induced on the metal acts on the electron like an opposite charge at $-z$, a distance $2z$ away. In atomic units the attractive force is therefore $1/(2z)^2$, and the work needed to remove the electron is
\begin{equation}
\int_z^\infty \frac{dz'}{4z'^2}=\frac{1}{4z}.
\end{equation}
With $E_V$ the vacuum level,
\begin{equation}
V(z)=E_V-\frac{1}{4z}\qquad\Bigl(\text{SI: } E_V-\frac{e^2}{16\pi\varepsilon_0 z}\Bigr),
\end{equation}
and the coefficient is $0.360$ eV\,nm.

Suppose first that the metal admits no wave at all, so that $u(0)=0$. Let $\varepsilon=E_V-E>0$ be the binding energy. The Schr\"odinger equation is
\begin{equation}
u''=\Bigl(\alpha^2-\frac{1}{2z}\Bigr)u,\qquad \alpha=\sqrt{2\varepsilon}.
\label{se}
\end{equation}
Try $u=z e^{-\alpha z}$. Two derivatives give $u''=(\alpha^2-2\alpha/z)u$, which agrees with (\ref{se}) if $2\alpha=1/2$. Thus $\alpha=1/4$ and $\varepsilon=\alpha^2/2=1/32$ hartree. One hartree is $2\,\mathrm{Ry}$, so
\begin{equation}
\varepsilon_1=\frac{\mathrm{Ry}}{16}=\frac{13.6057\ \text{eV}}{16}=0.850\ \text{eV}.
\end{equation}
The mean distance is $\int z^3e^{-2\alpha z}dz/\int z^2e^{-2\alpha z}dz=3/(2\alpha)=6$ bohr, or $0.318$ nm. Since the metal admits no wave, the electron is wholly outside it in this limit.

\section{All states with a node at the surface}

Write $u=e^{-\alpha z}w$. Then $u''=e^{-\alpha z}(w''-2\alpha w'+\alpha^2w)$, and (\ref{se}) becomes
\begin{equation}
w''-2\alpha w'+\frac{w}{2z}=0 .
\end{equation}
Insert $w=\sum_{j\ge1}c_jz^j$, which vanishes at $z=0$. Collecting the power $z^{j-1}$ gives
\begin{equation}
j(j+1)c_{j+1}=\Bigl(2\alpha j-\tfrac12\Bigr)c_j .
\end{equation}
If the series does not end, $c_{j+1}/c_j\to2\alpha/j$ at large $j$. Then $w$ grows like $e^{2\alpha z}$, up to a power of $z$, and $u$ diverges. A bound state needs the series to end at some $j=n$, hence $\alpha=1/(4n)$. Define
\begin{equation}
\kappa=\frac1{4\alpha}=\frac{1}{4\sqrt{2\varepsilon}}=\sqrt{\frac{\mathrm{Ry}}{16\,\varepsilon}} .
\label{kappa}
\end{equation}
The condition is $\kappa=n$, or
\begin{equation}
\varepsilon_n=\frac{\mathrm{Ry}}{16n^2}=\frac{0.850\ \text{eV}}{n^2},\qquad n=1,2,\dots
\label{series}
\end{equation}

As a test, (\ref{se}) was diagonalized on a mesh with $u(0)=0$. The binding energies are $0.85032$, $0.21259$ and $0.09448$ eV, against $0.85036$, $0.21259$ and $0.09448$ eV from (\ref{series}). Halving the mesh step from $0.10$ to $0.05$ bohr moves the first level by $1.0\times10^{-4}$ eV, so the small difference in $\varepsilon_1$ is of the size expected from the mesh.

\section{The phase of the barrier at any energy}

A real crystal does not force a node at $z=0$. To allow for other boundaries, the problem is divided into a reflection by the barrier and a reflection by the crystal.

\subsection{The round trip}

The classical turning point is $z_t=1/(4\varepsilon)$, and the local wave number is
\begin{equation}
k(z)=\sqrt{2\Bigl(\frac1{4z}-\varepsilon\Bigr)}=\sqrt{2\varepsilon}\,\sqrt{\frac{z_t}{z}-1}.
\end{equation}
Put $z=z_t\sin^2t$. Then $dz=2z_t\sin t\cos t\,dt$, the last root is $\cos t/\sin t$, and
\begin{align}
\int_0^{z_t}k\,dz&=2z_t\sqrt{2\varepsilon}\int_0^{\pi/2}\cos^2t\,dt
=\frac{\pi}{2}z_t\sqrt{2\varepsilon}\nonumber\\
&=\frac{\pi\sqrt{2\varepsilon}}{8\varepsilon}=\frac{\pi}{4\sqrt{2\varepsilon}}=\pi\kappa .
\label{action}
\end{align}
The way out and back contributes $2\pi\kappa=\pi\sqrt{(\mathrm{Ry}/4)/\varepsilon}$. This is the origin of $\mathrm{Ry}/4=3.40$ eV.

\subsection{Waves close to the surface}

The potential is singular at $z=0$, so plane waves cannot serve as reference waves there. Close to the surface $\varepsilon$ is negligible beside $1/(4z)$, and $u''=-u/(2z)$. Set $x=\sqrt{2z}$ and $u=xf(x)$. Since $d/dz=(1/x)\,d/dx$,
\begin{equation}
u'=\frac fx+f_x,\qquad
u''=\frac1x\Bigl(f_{xx}+\frac{f_x}{x}-\frac f{x^2}\Bigr),
\end{equation}
while the right side is $-u/x^2=-f/x$. Hence
\begin{equation}
f_{xx}+\frac{f_x}{x}+\Bigl(1-\frac1{x^2}\Bigr)f=0,
\end{equation}
which is Bessel's equation of order one. For large $x$, apart from a common factor $\sqrt{2x/\pi}$,
\begin{equation}
xJ_1\to\sin\theta,\qquad -xY_1\to\cos\theta,\qquad \theta=x-\frac\pi4 .
\end{equation}
The combinations $-xY_1\pm ixJ_1$ behave as $e^{\pm i\theta}$. With time factor $e^{-iEt}$, the upper sign travels outward and the lower sign returns. Phases are measured relative to these waves. The regular solution is $\sin(x-\pi/4)$, where a hard wall without the singularity would give $\sin x$. The singular point thus costs $\pi/4$ per passage, or $\pi/2$ per round trip.

\subsection{The outer turning point}

Near $z_t$ the potential is nearly linear and the decaying solution is an Airy function. Its standard oscillating form is $\sin(\int_z^{z_t}k\,dz'+\pi/4)$, apart from a slowly varying amplitude. For $z\ll z_t$,
\begin{equation}
\int_0^zk\,dz'\simeq\int_0^z\frac{dz'}{\sqrt{2z'}}=\sqrt{2z}=x,
\qquad \int_z^{z_t}k\,dz'\simeq\pi\kappa-x .
\end{equation}
The decaying wave is therefore
\begin{equation}
u\propto\sin\Bigl(\pi\kappa-x+\frac\pi4\Bigr)=\sin(\pi\kappa-\theta)
=\frac{e^{i\pi\kappa}e^{-i\theta}-e^{-i\pi\kappa}e^{i\theta}}{2i}.
\end{equation}
The ratio of returning to outgoing amplitude is $-e^{2\pi i\kappa}=e^{i\phi_B}$. Choosing the branch $-1=e^{-i\pi}$, which counts the two losses of $\pi/2$, gives
\begin{equation}
\boxed{\ \phi_B=\pi(2\kappa-1)=\pi\left[\sqrt{\frac{3.4\ \text{eV}}{E_V-E}}-1\right]\ }
\label{phib}
\end{equation}

The argument needs a region where both forms hold. The oscillating Bessel forms need $x\gg1$. For $z\ll z_t$, $k\simeq(1-z/2z_t)/\sqrt{2z}$, so replacing $\int_0^zk\,dz'$ by $x$ makes a phase error of size $x^3/(12z_t)$. By (\ref{kappa}), $z_t=8\kappa^2$, and the error is small if $x\ll(96\kappa^2)^{1/3}$. Both conditions can be met for large $\kappa$, where the derivation is justified. Its use at $\kappa\approx1$ needs a separate test.

\section{Closing the round trip}

Let the crystal turn the returning wave into an outgoing one with amplitude ratio $e^{i\phi_C}$. It reflects completely if $E$ lies in a gap. The wave must reproduce itself after both reflections:
\begin{equation}
\phi_C+\phi_B=2\pi n .
\label{rule}
\end{equation}
For $\phi_C=\pi$ the wave is $e^{-i\theta}-e^{i\theta}\propto\sin\theta$. This is the regular solution, with its node at $z=0$. Equations (\ref{phib}) and (\ref{rule}) give
\begin{equation}
\pi+\pi(2\kappa-1)=2\pi n\quad\Rightarrow\quad\kappa=n ,
\end{equation}
which is the series (\ref{series}). At these levels $\phi_B/\pi=1,3,5$ for $n=1,2,3$. The value $n=0$ would require $\kappa=0$ and infinite binding, so it is not a state.

The loss at the singular point matters. Without it the rule would read $2\pi\kappa-\pi/2+\pi=2\pi n$, or $\kappa=n-1/4$, and the first level would lie at $0.850/0.75^2=1.51$ eV, in conflict with the explicit solution of the first section.

\section{Testing the phase away from the levels}

The semiclassical phase gave the right levels even at $n=1$. To see why, take the full decaying solution of (\ref{se}), the Whittaker function $W_{\kappa,1/2}(\rho)$ with $\rho=2\alpha z=z/(2\kappa)$. Its standard expansion at small $\rho$ is
\begin{equation}
\Gamma(1-\kappa)W=1-\frac\rho2-\kappa\rho\,[\ln\rho+\psi(1-\kappa)+2\gamma-1]+\dots,
\end{equation}
where $\psi$ is the digamma function and $\gamma$ is Euler's constant. Use $\kappa\rho=z/2$, $\rho/2=(z/2)/(2\kappa)$ and the reflection formula $\psi(1-\kappa)=\psi(\kappa)+\pi\cot\pi\kappa$:
\begin{align}
\Gamma(1-\kappa)W&=1-\frac z2\Bigl[\ln\frac z2+2\gamma-1+\pi\cot\pi\kappa-\eta\Bigr]+\dots,\\
\eta&=\ln\kappa-\psi(\kappa)-\frac1{2\kappa}.
\end{align}
The reference waves have the expansions
\begin{equation}
-\frac{\pi x}{2}Y_1=1-\frac z2\Bigl[\ln\frac z2+2\gamma-1\Bigr]+\dots,\qquad
\frac{\pi x}{2}J_1=\frac{\pi z}{2}+\dots
\end{equation}
Comparison gives $W\propto-xY_1-\cot\Theta\,xJ_1$, with
\begin{equation}
\cot\Theta=\cot\pi\kappa-\frac\eta\pi .
\end{equation}
Multiplied by $\sin\Theta$, this is $\sin(\Theta-\theta)$ in the notation used above. The phase matched at $z\to0$ is therefore $2\Theta-\pi$, without a semiclassical step.

For large $\kappa$, $\eta\simeq1/(12\kappa^2)$. Since a small change $\delta$ of the angle changes the cotangent by $-\delta/\sin^2\pi\kappa$,
\begin{equation}
(2\Theta-\pi)-\phi_B\simeq\frac{\sin^2\pi\kappa}{6\pi\kappa^2}.
\end{equation}
The error vanishes at integer $\kappa$, because $\cot\pi\kappa$ is infinite there and $\eta$ has no effect. This is why $\phi_C=\pi$ leads to the exact levels of this model. Numerical matching of the Whittaker function at $\kappa=1.5$ gives an error of $0.0227$ rad, and the estimate gives $0.0236$ rad. At $\kappa=0.7$ the error is $0.0607$ rad and the estimate, $0.071$ rad, is already less accurate.

\section{A crystal phase that depends on energy}

For general $\phi_C$, (\ref{rule}) becomes $2\kappa=2n+1-\phi_C/\pi$, or
\begin{equation}
\varepsilon=\frac{\mathrm{Ry}}{16(n+a)^2},\qquad a=\frac12\Bigl(1-\frac{\phi_C}{\pi}\Bigr).
\label{defect}
\end{equation}
The limit $\phi_C=\pi$ has $a=0$. The opposite limit, constant $\phi_C=0$, has $a=1/2$ and lowers the binding energy of the $n=1$ state to $0.378$ eV. It would also allow a state with $n=0$, if the gap reached that far down. The rule gives it a binding energy of $3.40$ eV, but $\kappa=1/2$ is too small for the semiclassical phase to be accurate, and the phase $2\Theta-\pi$ gives $3.86$ eV.

A weak periodic potential shows how $\phi_C$ moves between these limits. Inside the crystal let $V=-2V_g\cos2pz$ with $V_g>0$, measure energy as $\Delta=E-p^2/2$, and take a wave that dies away into the metal,
\begin{equation}
u=e^{qz}(c_+e^{ipz}+c_-e^{-ipz}),\qquad z<0 .
\end{equation}
The kinetic energy of the first component is $-\frac12(q+ip)^2=p^2/2-ipq-q^2/2$. Drop $q^2/2$, which is of second order in $V_g$, and drop the waves $e^{\pm3ipz}$. Then
\begin{equation}
-ipq\,c_+-V_gc_-=\Delta c_+,\qquad ipq\,c_--V_gc_+=\Delta c_- .
\end{equation}
The two agree if $\Delta^2+p^2q^2=V_g^2$. The second gives
\begin{equation}
\frac{c_+}{c_-}=\frac{-\Delta+ipq}{V_g}=e^{i\phi_C},\qquad\cos\phi_C=-\frac\Delta{V_g}.
\end{equation}
The gap edges are $E_{L,U}=p^2/2\mp V_g$, so
\begin{equation}
\frac{E-E_L}{E_U-E_L}=\frac{1-\cos\phi_C}{2}=\sin^2\frac{\phi_C}2,\qquad
\phi_C=2\arcsin\sqrt{\frac{E-E_L}{E_U-E_L}} .
\label{phic}
\end{equation}
At the lower edge the wave has an antinode at the matching plane, and at the upper edge it has a node. This order follows from placing the plane at a minimum of the crystal potential. At a maximum, which corresponds to $V_g<0$, the order is reversed. Joining $c_+/c_-$ directly to the Coulomb-wave ratio at $z=0$ is a further modelling assumption.

\section{Numbers in the regime of Cu(100)}

Rough values for Cu(100), measured from the Fermi level, are $E_V=4.6$ eV, $E_L=1.8$ eV and $E_U=7.9$ eV. Solving (\ref{rule}) with (\ref{phib}) and (\ref{phic}) gives $\varepsilon=0.511$ eV for $n=1$. To verify the solution by hand, $E=4.6-0.511=4.089$ eV and
\begin{align}
\phi_C&=2\arcsin\sqrt{\frac{4.089-1.8}{6.1}}=0.420\pi,\\
\phi_B&=\pi\Bigl(\sqrt{\frac{3.401}{0.511}}-1\Bigr)=1.580\pi .
\end{align}
The sum is $2\pi$. The next levels are $0.165$ and $0.080$ eV. Relative to $\phi_C=\pi$, the binding falls by $0.340$, $0.048$ and $0.015$ eV, which is $40$, $22$ and $16$ per cent. Here $\phi_C/\pi$ changes only from $0.420$ to $0.466$ between $n=1$ and $n=3$, so (\ref{defect}) with a nearly constant $a\approx0.27$--$0.29$ describes all three. No $n=0$ state appears in this gap: it would need $\kappa=a\le1/2$ and a binding of at least $3.40$ eV, while the lower edge is $2.8$ eV below vacuum.

The measured first image state on Cu(100) is bound by roughly $0.6$ eV. The model with an energy-dependent phase is nearer to this than $0.85$ eV is, but it is an estimate. Equation (\ref{phic}) assumes the half-width of the gap to be small compared with the kinetic energy $p^2/2$; here it is about $3$ eV against about $12$ eV, for a layer spacing $\pi/p\approx0.18$ nm. For the cosine crystal this costs little. Taking $\phi_C=2\arctan[-u'/(pu)]$ at $z=0$ from the exact decaying Bloch wave with the same gap edges gives $0.415\pi$ in place of $0.420\pi$ and moves the first level from $0.511$ to $0.509$ eV. The larger uncertainty is how and where the crystal wave is joined to the image tail, which is sized below. The value $0.85$ eV belongs to the limiting phase $\phi_C=\pi$, which this surface does not satisfy in the model.

Other neglected effects can be sized by changing one assumption at a time, starting from the levels with a node at $z=0$.
\begin{itemize}
\item The potential cannot fall without limit. Stopping it at a rough inner depth of $12$ eV, reached at $0.360/12=0.030$ nm, lowers the first binding energy by $0.018$ eV. This small shift relies on the node at $z=0$. If the phase (\ref{phic}) for Cu(100) is instead applied at $z=0$ to plane waves in the flat inner region, the first binding energy is $0.496$, $0.529$ and $0.567$ eV for inner depths of $8$, $12$ and $20$ eV, against $0.511$ eV with the Coulomb reference waves.
\item A node $0.1$ nm outside the image plane lowers it by $0.425$ eV. Measured from the node, the attraction becomes $1/[4(z+d)]$, weaker at every distance. For this trial distance the shift is larger than that of the crystal phase; a smaller distance gives a smaller shift. The two should not be added, since both describe where the crystal reflects the wave.
\item Replacing $\phi_B$ by $2\Theta-\pi$ in the Cu(100) model raises the first binding energy by $0.002$ eV.
\item A field of $0.1$ MV/cm pressing the electron to the surface adds a potential that grows with $z$ from zero at $z=0$. It raises the first three levels, measured from the field-free $E_V$, by $0.003$, $0.013$ and $0.027$ eV. For $n=1$ this is the field times the mean distance, $0.01\ \text{V/nm}\times0.318$ nm. For $n=3$ the rise is $29$ per cent of the field-free binding energy.
\end{itemize}
The thermal energy at $300$ K, $0.026$ eV, is below the spacings of $0.638$ and $0.118$ eV between the first three levels with $\phi_C=\pi$. Lifetimes, the smooth join of the crystal potential to the image tail, and electron correlation beyond static screening are outside the model. Moving the node from $z=0$ to $0.1$ nm lowers the first binding energy by about $0.4$ eV, but moving it on from $0.1$ to $0.2$ nm lowers it by only a further $0.11$ eV. How accurately the position of the reflecting plane must be known therefore depends on where it lies, and the demand is strictest close to $z=0$. The remaining intermediate values are in the numerical output below.

\section*{Numbers as computed}
\begin{verbatim}
Rydberg energy Ry: 13.6057 eV
Ry/4 (in the barrier phase): 3.4014 eV
Ry/16 (image-state scale): 0.8504 eV
image energy times distance: 0.3600 eV nm
Crystal phase pi:
 n=1: binding, phase rule 0.85036 eV; diagonalized 0.85032 eV
      turning point 0.423 nm, mean distance 0.318 nm, phi_B/pi 1.000
 n=2: binding, phase rule 0.21259 eV; diagonalized 0.21259 eV
      turning point 1.693 nm, mean distance 1.270 nm, phi_B/pi 3.000
 n=3: binding, phase rule 0.09448 eV; diagonalized 0.09448 eV
      turning point 3.810 nm, mean distance 2.858 nm, phi_B/pi 5.000
mesh shift of n=1, step 0.10 to 0.05 bohr: 1.0e-04 eV
Exact minus simple barrier phase:
 kappa=0.7: 0.0607 rad
 kappa=1.25: 0.0162 rad
 kappa=1.5: 0.0227 rad
 kappa=2.3: 0.0065 rad
 kappa=3.5: 0.0043 rad
n=1 binding for constant phi_C=0: 0.378 eV
Model in the regime of Cu(100), rough inputs:
 vacuum level 4.6 eV, gap edges 1.8 and 7.9 eV above Fermi level
 n=1: binding 0.5109 eV, phi_C/pi 0.420, kappa 1.290
      with exact barrier phase 0.5132 eV; change from phi_C=pi -0.3395 eV
 n=2: binding 0.1648 eV, phi_C/pi 0.457, kappa 2.272
      with exact barrier phase 0.1649 eV; change from phi_C=pi -0.0478 eV
 n=3: binding 0.0797 eV, phi_C/pi 0.466, kappa 3.267
      with exact barrier phase 0.0797 eV; change from phi_C=pi -0.0148 eV
Neglected effects, change of binding from the phi_C=pi levels:
 potential saturated at 12.0 eV, n=1: -0.0177 eV
 node 0.1 nm outside image plane, n=1: -0.4252 eV
 field 0.1 MV/cm, n=1: -0.0032 eV
 field 0.1 MV/cm, n=2: -0.0125 eV
 field 0.1 MV/cm, n=3: -0.0271 eV
thermal energy at 300 K: 0.0259 eV
spacing n=1 to 2: 0.6378 eV; n=2 to 3: 0.1181 eV
\end{verbatim}
